Single-file diffusion: why the tracer mean-square displacement grows as √t, part 2

Particles on an infinite line of sites with spacing a attempt hops at rate Γ to each side; attempts onto occupied sites fail, so the order of the particles is kept. Site i has occupancy nᵢ = 1 or 0. In equilibrium the sites are independently occupied with probability θ, where 0 < θ < 1. The tracer starts on site 0, known to be occupied, and X is its displacement after time t in lattice spacings. The aim is to derive the long-time law for ⟨X²⟩ and find its limits. At very short times ⟨X²⟩ begins as 2Γ(1−θ)t. An isolated particle has ⟨X²⟩ = 2Γt and diffusion coefficient D₀ = Γa², which also governs the mean concentration at any coverage.

The occupancies evolve as if the contents of neighbouring sites were exchanged at rate Γ, although particle identities do not. The kernel pⱼ(t) is the probability that a free walker is displaced by j sites. It is even in j, with unit sum and variance 2Γt, and G(s) = Σⱼ pⱼ exp(isj) obeys

G(s) = exp[−z(1 − cos s)], z = 2Γt.

Let Qₖ be the net number of particles crossing the bond between k and k+1 to the right during time t, with Q = Q₀ and C(k) = ⟨Q₀Qₖ⟩. Part 1 found, in equilibrium,

2C(k) − C(k−1) − C(k+1) = 2θ(1−θ)(δₖ₀ − pₖ),

⟨Q²⟩ = θ(1−θ) Σⱼ |j| pⱼ(t),

⟨Q²⟩ → θ(1−θ) 2√(Γt/π).

Let N_x be the signed count at time t: the number of particles on sites 1 to x for x > 0, zero for x = 0, and minus the number on sites x+1 to 0 for x < 0. Because order is kept, every single history obeys

Q = N_X.

Choose ε with 0 < ε < θ, and let M be the largest value, over all integers x, of |N_x − θx| − ε|x|. Then M ≥ 0 and

|N_x − θx| ≤ ε|x| + M for all x,

including x = X. It must first be shown that ⟨M²⟩ is bounded by a number that does not grow with time.

In equilibrium N_x − θx is, up to sign, a sum of r = |x| independent terms n−θ. For one such term let f(q) = ln⟨exp[q(n−θ)]⟩. Then f(0) = 0 and f′(0) = 0, and f″(q) is the variance of n under a reweighted distribution on the values 0 and 1. Such a variance is at most 1/4, so f(q) ≤ q²/8. The probability that the sum exceeds u > 0 is at most the average of exp[q(sum − u)] for any q > 0, which is no larger than exp(−qu + rq²/8). The choice q = 4u/r gives exp(−2u²/r). Deviations in the other direction obey the same bound, so

P(|N_x − θx| > u) ≤ 2 exp(−2u²/r).

Set u = εr + m with m ≥ 0. Then u²/r = ε²r + 2εm + m²/r ≥ ε²r + 2εm. Summing over all x ≠ 0, that is, twice over r = 1, 2, and so on,

P(M > m) ≤ 4 Σᵣ exp(−2ε²r − 4εm) = B exp(−4εm), B = 4/[exp(2ε²) − 1].

It follows that

⟨M²⟩ = ∫₀^∞ 2m P(M > m) dm ≤ 2B/(4ε)² = B/(8ε²).

This depends on ε and not on t, because the configuration at time t has the equilibrium distribution at every t. The tracer problem uses only those histories in which site 0 was occupied at the start. They make up a fraction θ of all histories, so restricting to them can raise the average of a non-negative quantity by a factor of at most 1/θ. In the tracer ensemble, then, ⟨M²⟩ ≤ K² with K² = B/(8ε²θ).

The restriction also affects Q, but by little. Take an equilibrium start and, if site 0 is empty, fill it. This produces a start of the tracer ensemble. Let both configurations evolve with the same exchanges. They differ at a single site at the start, and the exchanges carry this difference along without multiplying it. The two currents therefore differ by at most one particle. Writing ‖Y‖ = √⟨Y²⟩, we find that ‖Q‖ in the tracer ensemble differs from its equilibrium value by at most 1. The equilibrium value grows as t^(1/4), so the leading behaviour is the same.

From here on ‖·‖ refers to the tracer ensemble. Inserting x = X and N_X = Q in the bound, and using the triangle inequality for root-mean-square values, gives

‖θX − Q‖ ≤ ε‖X‖ + K.

The norm ‖X‖ is finite at any finite time, since |X| cannot exceed the number of hops attempted by the tracer. The triangle inequality applied once more yields θ‖X‖ ≤ ‖Q‖ + ε‖X‖ + K and ‖Q‖ ≤ θ‖X‖ + ε‖X‖ + K, or

(‖Q‖ − K)/(θ + ε) ≤ ‖X‖ ≤ (‖Q‖ + K)/(θ − ε).

Divide by ‖Q‖ and let t → ∞ at fixed ε. Since K is constant and ‖Q‖ grows without limit, the ratio ‖X‖/‖Q‖ is eventually confined between values as close as desired to 1/(θ+ε) and 1/(θ−ε). As ε may be chosen as small as one likes, the ratio tends to 1/θ. Squaring and inserting the current variance,

⟨X²⟩ → (1/θ²) θ(1−θ) 2√(Γt/π) = [(1−θ)/θ] 2√(Γt/π),

and multiplication by a² restores the units. One factor of θ has cancelled. The current variance supplies θ(1−θ), and converting a number of particles into a distance divides by θ². To move far, the tracer has to wait until a surplus of particles has passed its starting point, and each particle of that surplus accounts for an average distance 1/θ.

The prefactor becomes large at low coverage, but the law then takes longer to set in. The initial line 2Γ(1−θ)t meets the square-root law when √(Γt) = 1/(θ√π), that is at

Γt = 1/(πθ²),

which is roughly the time in which a free walker covers the mean distance 1/θ between particles. This is only where the two limiting curves meet, and the law is reached well after it: at θ = 0.1 the mean-square displacement is about 0.6 of the law at this time and about 0.8 of it at four times this time. For θ → 0 this time goes to infinity and ordinary diffusion is recovered. Near full coverage the argument above requires ‖Q‖ to be large, hence 2(1−θ)√(Γt/π) much greater than one. This is a condition of the proof, and the law itself can hold earlier: at θ = 0.75 and Γt = 25 the expression is only 1.4, yet the simulated value given below agrees with the law to about one per cent.

The prefactor was tested by kinetic Monte Carlo on rings of 200 sites. At θ = 0.50 the mean-square displacement in units of a² is 5.40 at Γt = 25 and 11.11 at Γt = 100, where the law gives 5.64 and 11.28. At θ = 0.75 the values are 1.87 and 3.78, against 1.88 and 3.76. The growth exponents between the two times are 0.520 and 0.509. The approach to X = Q/θ is slower than these figures suggest. The ratio ⟨(θX−Q)²⟩/⟨Q²⟩ falls from 0.304 to 0.227 at the lower coverage and from 0.177 to 0.140 at the higher one. A rough estimate accounts for its size: the count over |X| sites fluctuates with variance of about θ(1−θ)|X|, which grows as t^(1/4) while ⟨Q²⟩ grows as t^(1/2), so the ratio should fall as t^(−1/4). At θ = 0.50 and Γt = 100 the root-mean-square displacement is √11.11 = 3.33, and for a Gaussian distribution the mean of |X| is √(2/π) times this, or 2.66. With ⟨Q²⟩ = 2.85 from the same runs the estimate is 0.25 × 2.66/2.85 = 0.23, close to the simulated ratio. That ⟨X²⟩ lies much closer to its limit means that the remainder largely cancels in the mean square. The cause of this cancellation has not been analysed here.

The way in which runs are averaged also matters. If many runs are started from one and the same random configuration, with different random numbers for the hops, their mean-square displacement depends on which configuration was drawn and can be too small or too large. Their variance about their own mean, averaged over such configurations, lacks part of the full fluctuation. The missing part is the variance of the mean current at a given start. A particle that starts at site j ≤ 0 contributes to this mean the probability that a free walker ends to the right of the bond, and one that starts at j ≥ 1 contributes minus the probability of ending on the left. With the tail sums Tₘ = Σ_(j≥m) pⱼ,

⟨Q⟩ at given start = Σ_(j≤0) T₁₋ⱼ nⱼ(0) − Σ_(j≥1) Tⱼ nⱼ(0).

The occupancies are independent with variance θ(1−θ), and each Tₘ with m ≥ 1 occurs once on each side, so the variance of this mean is 2θ(1−θ)Σₘ Tₘ². At long times the kernel becomes a Gaussian of width σ = √(2Γt), because G(s/σ) tends to exp(−s²/2). Let φ(u) = exp(−u²/2)/√(2π) and F(u) = ∫ᵤ^∞ φ(v) dv. Then ΣTₘ² → σ∫₀^∞ F² du. Integrating by parts twice, with F′ = −φ and uφ = −φ′,

∫₀^∞ F² du = 2∫₀^∞ uφF du = 2[φ(0)F(0) − ∫₀^∞ φ² du] = 1/√(2π) − 1/(2√π).

Here F(0) = 1/2, and the last integral is 1/(4√π). The result equals (1 − 1/√2)/√(2π). Twice σ times this is σ√(2/π)(1 − 1/√2), whereas the full variance contains Σ|j|pⱼ → σ√(2/π). The random start thus supplies the share 1 − 1/√2 ≈ 0.293 of ⟨Q²⟩ at long times. The same share holds for ⟨X²⟩, because ‖θX−Q‖/‖Q‖ tends to zero and taking the mean at a given start cannot enlarge a root-mean-square value.

The variance of X over hop histories at a fixed start, averaged over starts, is therefore smaller than the full result by the factor 1/√2. The Monte Carlo runs were made in pairs with a common start, and the covariance within pairs gives the share directly. It is 0.300 at θ = 0.50 and 0.286 at θ = 0.75. A calculation meant to reproduce the equilibrium prefactor must therefore sample many starts. It can draw a new one for each run, average over tracers spread along a long system that was itself started from a random equilibrium configuration (an evenly spaced start lacks the fluctuations, and at θ = 0.5 it gives only about 0.7 of the full value even when all particles are averaged), or average over many well-separated time origins in a long equilibrium run.

In a periodic simulation cell the law has an end. Let N particles move on a ring of L sites, and let Y be the sum of all their displacements. The mean rate of change of Y in a given configuration is Γ Σᵢ(nᵢ − nᵢ₊₁), which vanishes because the sum closes on itself. The growth of ⟨Y²⟩ then comes from the hops alone, each adding one on average. A given site is full and its right neighbour empty with probability (N/L)(L−N)/(L−1), and the mirror arrangement is equally likely, so with L bonds

d⟨Y²⟩/dt = 2Γ N(L−N)/(L−1).

The mean displacement Y/N has a mean square smaller by the factor N². Since the order is kept, every other particle stays ahead of the tracer by less than one circumference, both at the start and later. Its displacement differs from X by less than L, and so does Y/N. This bounded difference becomes negligible beside a root-mean-square displacement that grows without limit, and at late times

⟨X²⟩ → 2Γt (L−N)/[N(L−1)].

The whole file then drifts around the ring as one body, with a diffusion coefficient inversely proportional to the number of particles at given coverage, if the ring is long. At the start each neighbouring site of the tracer is empty with probability (L−N)/(L−1), so the initial slope on a ring is 2Γ(L−N)/(L−1). On the ring of 10 sites with 5 particles the initial slope is 1.1111Γ and the late slope 0.2222Γ, and both agree with their formulas in the numerical test. For a long ring with N = θL the late slope is 2Γ(1−θ)/(θL). Equating the two laws, the factor (1−θ)/θ drops out and √(Γt) = L/√π, so the crossover lies near

Γt = L²/π

at any coverage. For 200 sites this is about 12,700, far beyond the times used above. This time marks only where the two limiting curves meet, and the departure from the square-root law starts earlier. On the ring with θ = N/L the equation for C(k) of Part 1 holds with θ(1−θ) multiplied by L/(L−1). Solving it by a Fourier series, with the uniform term taken from ⟨Y²⟩, gives ⟨Q²⟩ = [θ(1−θ)/(L−1)] {2Γt + Σₘ [1 − exp(−2Γt wₘ)]/wₘ}, with wₘ = 1 − cos(2πm/L) and m = 1 to L−1. For a long ring this lies about 2 per cent above its square-root form at Γt = L²/10 and about 26 per cent above it at Γt = L²/π. What follows the square-root regime depends on how the channel ends. In a channel with closed ends no atom can move farther than the channel is long, and the mean-square displacement levels off instead. In a channel open to reservoirs at both ends the file can also drift as a whole, and the growth again becomes roughly linear until the tracer leaves.

A worked example with round model parameters shows the sizes involved. Let the spacing be a = 0.3 nm, the attempt frequency 10¹³ s⁻¹, the hop barrier 0.8 eV, the temperature 600 K and the coverage θ = 0.5. With kT = 0.051704 eV the hop rate is

Γ = 10¹³ s⁻¹ × exp(−0.8/0.051704) = 1.907×10⁶ s⁻¹,

and D₀ = Γa² = 1.716×10⁵ nm²/s. At θ = 0.5 the factor (1−θ)/θ is one, so after 1 s

⟨X²⟩ = 0.09 nm² × 2√(1.907×10⁶/π) = 140 nm²,

a root-mean-square displacement of 11.8 nm. A free walker would have 2D₀t = 3.43×10⁵ nm², or 586 nm. A root-mean-square displacement of 10 nm takes (100/140.23)² s = 0.51 s in single file and 2.9×10⁻⁴ s for the free walker.

Dividing the single-file result by 2t would give an apparent coefficient of 70 nm²/s. The same procedure after 100 s would give 7 nm²/s, and neither number belongs in a diffusion equation for the concentration, whose coefficient in this model remains D₀. The temperature dependence is misleading as well. Where the square-root law holds at all the temperatures compared, ⟨X²⟩ at fixed time, coverage and spacing is proportional to √Γ, so its apparent activation energy is half the hop barrier. The numerical derivative gives 0.400 eV for a barrier of 0.8 eV. A barrier read from such displacements as if they were ordinary diffusion would be too low by a factor of two. In the initial linear regime, and in the late linear regime of a ring, ⟨X²⟩ is proportional to Γ and the full barrier appears. A series of runs of equal length that reaches down to temperatures at which Γt is small therefore passes from one apparent energy to the other.

The cell must also be long enough. For a ring of 10,000 sites, which is 3 μm, the crossover to linear growth comes at 16.7 s, and a run of 1 s lies well inside the square-root regime. Because these times scale as L², a ring of 1000 sites has its crossover at about 0.17 s and departs from the square-root law by 2 per cent already at about 0.05 s. The 1 s run would then measure the drift of the whole file, which depends on the size of the cell. The same limit applies to a real channel. With these parameters the condition Γt < L²/10 at 1 s asks for more than about 4400 sites, or 1.3 μm, and for a channel 10 nm long L²/(πΓ) is only about 2×10⁻⁴ s, so the figures above do not describe a short channel through a thin film.

Table of computed values

```
SMALL RINGS, master equation, lattice units
sites 10, tagged-ring particles 5
current test: theta 0.3, Gamma*t 0.5
<Q^2> master equation 0.141471
<Q^2> formula         0.141471
initial slope/Gamma 1.1111, formula 1.1111
late slope/Gamma    0.2222, formula 0.2222
control at Gamma*t = 5:
  <X^2>/a^2 with exchange 10.0000
  <X^2>/a^2 noncrossing   2.3182
start share, Gamma*t = 10000: 0.2929
start share, limit:           0.2929
MONTE CARLO: 200 sites, 2000 runs
theta = 0.50
  Gamma*t 25: <X^2>/a^2 5.40, law 5.64
  Gamma*t 100: <X^2>/a^2 11.11, law 11.28
  growth between times / law 1.012
  exponent between times 0.520
  <Q^2> at last time 2.854, formula 2.833
  remainder share 0.304 -> 0.227
  start share of <X^2> 0.300
theta = 0.75
  Gamma*t 25: <X^2>/a^2 1.87, law 1.88
  Gamma*t 100: <X^2>/a^2 3.78, law 3.76
  growth between times / law 1.017
  exponent between times 0.509
  <Q^2> at last time 2.156, formula 2.125
  remainder share 0.177 -> 0.140
  start share of <X^2> 0.286
WORKED EXAMPLE, model parameters
spacing 0.3 nm, attempt frequency 1e+13 1/s
barrier 0.8 eV, temperature 600 K
coverage 0.5, time 1 s
kT = 0.05170 eV
hop rate Gamma = 1.9068e+06 1/s
free diffusion coefficient D0 = 1.7161e+05 nm^2/s
single-file <X^2> = 140.23 nm^2
single-file rms displacement = 11.84 nm
free-walker <X^2> = 3.4322e+05 nm^2
free-walker rms displacement = 585.8 nm
time to rms 10 nm, single file: 0.509 s
time to rms 10 nm, free walker: 2.914e-04 s
apparent activation energy of <X^2> = 0.4000 eV
ring of 10000 sites: crossover at 16.69 s
```
